# Dual-basis MP2 and the singles correction to its reference energy

**Q.** You want to converge Hartree–Fock in a small basis and then do MP2 in a large one. The orbitals belong to the wrong basis. What does it even mean to use them there?

**A.** Take a closed-shell molecule with real orbitals, and let every function of the small basis \(S\) lie in the space of the large basis \(L\). Then each small-basis function is a combination of large-basis functions, \(\chi_m=\sum_\mu\chi_\mu T_{\mu m}\). Taking the overlap with \(\chi_\nu\) in \(L\) gives

\[
S_{LS}=S_{LL}T,\qquad T=S_{LL}^{-1}S_{LS}.
\]

The occupied coefficients become \(C_L=TC_S\). Since \(T^{T}S_{LL}T=S_{SS}\), orthonormal orbitals stay orthonormal. The orbitals and their determinant \(\Phi\) are unchanged; they are merely written in a longer list of functions. If the bases were not nested, \(T\) would only project, and this argument would fail.

The virtual orbitals are new. They span everything in \(L\) that is orthogonal to the occupied orbitals. I use \(i,j\) for occupied and \(a,b\) for these virtual spatial orbitals.

**Q.** You still need energies and couplings in \(L\). Doesn't that bring back the large-basis SCF?

**A.** It needs one Fock build, with no iteration. With \((pq|rs)\) the integral over charge distributions \(pq\) and \(rs\), define

\[
P=2\sum_i C_iC_i^{T},\qquad G[D]=J[D]-\tfrac12K[D],\qquad F=h+G[P],
\]

\[
J_{\mu\nu}[D]=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma},\qquad
K_{\mu\nu}[D]=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)D_{\lambda\sigma}.
\]

The energy of \(\Phi\) is \(\mathrm{Tr}\,Ph+\tfrac12\mathrm{Tr}\,PG[P]+E_{\rm nuc}\). Replacing \(G[P]\) by \(F-h\),

\[
E_{\rm ref}=\tfrac12\mathrm{Tr}\,P(h+F)+E_{\rm nuc}.
\]

This equals the small-basis SCF energy, because the determinant is the same.

The build is also cheaper than an ordinary one if the small basis is made by deleting functions from the large one. Then \(P\) is nonzero only in an \(n\times n\) block of the \(N\times N\) matrix, and the contraction involves \(N^2n^2\) rather than \(N^4\) terms, before symmetry and screening. The saving in integrals is smaller than this count suggests: \(J\) and \(K\) use different index patterns, so every distinct integral with at least two small-basis indices is still needed.

**Q.** But \(\Phi\) is not the Hartree–Fock solution in \(L\). Brillouin's theorem is gone.

**A.** Part of it survives. Between functions of the small basis, the large-basis Fock operator has the same matrix elements as the small-basis one, since both contain the same density:

\[
T^{T}FT=F_S .
\]

Therefore \(F_{ij}=\varepsilon_i\delta_{ij}\) still holds for canonical small-basis orbitals, and \(F\) vanishes between an occupied orbital and any virtual orbital of the small basis. What remains is coupling to the directions that \(L\) adds.

Now diagonalize \(F\) within the large virtual space, which gives energies \(\varepsilon_a\). This mixes old and added directions, so the couplings

\[
f_{ia}=F_{ia}
\]

can be nonzero for all these virtuals. I assume that every gap \(\Delta_{ia}=\varepsilon_a-\varepsilon_i\) is positive.

**Q.** Then the Fock operator does not have \(\Phi\) as an eigenfunction. How can you start Møller–Plesset theory?

**A.** By leaving \(f\) out of the zeroth-order operator. With \(n_p\) the number operator of spatial orbital \(p\), summed over spin, choose

\[
H_0=\sum_i\varepsilon_i n_i+\sum_a\varepsilon_a n_a,\qquad V=H-H_0 .
\]

Now \(H_0\Phi=E_0\Phi\) with \(E_0=2\sum_i\varepsilon_i\), and

\[
E_0+E_1=\langle\Phi|H_0+V|\Phi\rangle=E_{\rm ref}.
\]

For \(H_0+\lambda V\), the terms linear in \(\lambda\) obey

\[
(H_0-E_0)\Phi_1=-(V-E_1)\Phi .
\]

Projecting on another determinant \(I\), with \(H_0\) energy \(E_I\), gives its coefficient \(-\langle I|V|\Phi\rangle/(E_I-E_0)\). The second-order energy \(\langle\Phi|V|\Phi_1\rangle\) is therefore

\[
E_2=-\sum_{I\ne\Phi}\frac{|\langle I|H|\Phi\rangle|^2}{E_I-E_0}.
\]

I could replace \(V\) by \(H\) in the numerator because \(\langle I|H_0|\Phi\rangle=0\).

**Q.** Which determinants contribute, and where does the reference correction appear?

**A.** \(H\) contains one- and two-electron operators, so only single and double excitations couple to \(\Phi\). For an excitation \(i\to a\) of one spin, the Slater–Condon rule gives

\[
\langle\Phi_i^a|H|\Phi\rangle=h_{ai}+\sum_j\left[2(ai|jj)-(aj|ji)\right]=F_{ai}.
\]

The Coulomb term has a factor 2 because both spins of \(j\) repel the electron; exchange acts only with the equal spin. The denominator is \(\Delta_{ia}\). There are two spins, so

\[
\boxed{E_S=-2\sum_{ia}\frac{f_{ia}^2}{\varepsilon_a-\varepsilon_i}}
\]

This is the singles correction. It vanishes if \(\Phi\) is already stationary in \(L\), and the method then becomes conventional MP2.

**Q.** Do the doubles acquire terms in \(f\) as well?

**A.** Not at this order. A one-electron operator cannot change two orbitals, so the matrix elements contain two-electron integrals alone. Write \(\Delta_{ijab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j\).

For opposite spins, \(i\uparrow\to a\uparrow\) and \(j\downarrow\to b\downarrow\), the element is \((ia|jb)\), and all four indices run freely:

\[
E_{\rm opp}=-\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ijab}}.
\]

For equal spins the element is \((ia|jb)-(ib|ja)\). Distinct determinants have \(i<j\) and \(a<b\); a free sum counts each four times. With two spin choices the prefactor is \(2\times\tfrac14=\tfrac12\):

\[
E_{\rm same}=-\frac12\sum_{ijab}\frac{(ia|jb)^2+(ib|ja)^2-2(ia|jb)(ib|ja)}{\Delta_{ijab}}.
\]

Exchanging the names \(a\) and \(b\) shows that the two squares have equal sums. Hence

\[
E_{\rm same}=-\sum_{ijab}\frac{(ia|jb)^2-(ia|jb)(ib|ja)}{\Delta_{ijab}},
\]

and adding the opposite-spin part gives

\[
\boxed{E_D=-\sum_{ijab}\frac{(ia|jb)\left[2(ia|jb)-(ib|ja)\right]}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}}
\]

Because \(H_0\) is diagonal in the determinants, \(E_2\) has no cross term between singles and doubles. The dual-basis MP2 energy is

\[
\boxed{E=E_{\rm ref}+E_S+E_D}
\]

**Q.** Why not simply diagonalize \(F\) once in the whole large basis and use the change in orbital energies?

**A.** That is a closely related estimate. In the semicanonical orbitals,

\[
F=\begin{pmatrix}\varepsilon_o&f\\ f^{T}&\varepsilon_v\end{pmatrix},
\]

with diagonal blocks \(\varepsilon_o,\varepsilon_v\). Let the new occupied space be spanned by the columns of \(\binom{1}{X}\), where \(X_{ai}\) measures the admixture of \(a\) into \(i\). An invariant space satisfies \(F\binom1X=\binom1X\Lambda\), or

\[
\Lambda=\varepsilon_o+fX,\qquad f^{T}+\varepsilon_vX=X\Lambda .
\]

The eigenvalues of \(\Lambda\) are the new occupied energies \(e_i\). Taking its trace,

\[
2\sum_i(e_i-\varepsilon_i)=2\sum_{ia}f_{ia}X_{ai}.
\]

Inserting \(\Lambda\) into the second equation gives

\[
\Delta_{ia}X_{ai}=-f_{ia}+(XfX)_{ai}.
\]

Since \(X\) begins at first order in \(f\), the last term is third order. Thus \(X_{ai}=-f_{ia}/\Delta_{ia}+O(f^3)\), and

\[
2\sum_i(e_i-\varepsilon_i)=E_S+O(f^4).
\]

One occupied and one virtual orbital show the difference at a small gap. The lower root of the \(2\times2\) matrix gives

\[
2(e-\varepsilon_i)=\Delta-\sqrt{\Delta^2+4f^2}
=-\frac{2f^2}{\Delta}+\frac{2f^4}{\Delta^3}-\cdots .
\]

As \(\Delta\to0\) the root tends to \(-2|f|\), whereas \(E_S\) diverges. The singles formula needs \(|f_{ia}|\ll\Delta_{ia}\).

**Q.** So for small \(f\), \(E_{\rm ref}+E_S\) is the large-basis Hartree–Fock energy up to fourth order?

**A.** No. The fourth-order statement compares two estimates that both keep \(F\) frozen. In Hartree–Fock, \(F\) changes with the density. For a density change \(\delta P\), the quadratic energy functional gives

\[
E[P+\delta P]=E[P]+\mathrm{Tr}\,F\delta P+\tfrac12\mathrm{Tr}\,\delta P\,G[\delta P].
\]

The last term is missing from both estimates. Since \(\delta P\) is first order in \(f\), this term is of order \(f^2\), as is \(E_S\).

**Q.** Show me that term. Perhaps it cancels.

**A.** Use the same admixture \(X\). The columns \(\binom1X\) are not normalized, and the projector on their space is

\[
\binom1X(1+X^{T}X)^{-1}(1\;\;X^{T})
=\begin{pmatrix}1-X^{T}X&X^{T}\\X&XX^{T}\end{pmatrix}+O(X^3).
\]

Subtracting the old projector and doubling for spin gives \(\delta P\). The linear term is then

\[
\begin{aligned}
\mathrm{Tr}\,F\delta P
&=2\left[2\sum_{ia}f_{ia}X_{ai}+\sum_{ia}(\varepsilon_a-\varepsilon_i)X_{ai}^2\right]\\
&=4\sum_{ia}f_{ia}X_{ai}+2\sum_{ia}\Delta_{ia}X_{ai}^2 .
\end{aligned}
\]

In the quadratic term, the first-order part \(\delta P=2D\) suffices, with \(D_{ai}=D_{ia}=X_{ai}\). The two orderings of each index pair give

\[
\mathrm{Tr}\,DJ[D]=4\sum_{iajb}X_{ai}X_{bj}(ia|jb),
\]

\[
\mathrm{Tr}\,DK[D]=2\sum_{iajb}X_{ai}X_{bj}\left[(ij|ab)+(ib|ja)\right].
\]

The prefactor is \(\tfrac12\times2^2=2\), and exchange carries a further \(-\tfrac12\). Altogether, through second order,

\[
\delta E=4\sum_{ia}f_{ia}X_{ai}+2\sum_{iajb}X_{ai}M_{ia,jb}X_{bj},
\]

\[
M_{ia,jb}=\Delta_{ia}\delta_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja).
\]

If \(M\) is positive definite, setting the derivative \(4f+4MX\) to zero gives \(X=-M^{-1}f\), with \(f\) and \(X\) read as vectors over the pairs \(ia\). Substitution yields \(-4f^TM^{-1}f+2f^TM^{-1}f\), so near the minimum

\[
E_{\rm HF}(L)-E_{\rm ref}=-2f^{T}M^{-1}f+O(f^3).
\]

Keeping only \(\Delta\) in \(M\) recovers \(E_S\). The integrals left out describe how the mean field responds to the moving electrons. Nothing makes them cancel in general. Thus \(E_S\) is the singles part of \(E_2\) for the chosen \(H_0\), but an approximation to the Hartree–Fock relaxation energy.

**Q.** How large are these defects in a real molecule?

**A.** Take water with O–H distance 0.96 Å and angle 104.5°, cc-pVTZ as \(L\), and all electrons correlated. The large basis has 58 functions. I make two small bases by deleting shells from it. The compact one keeps s and p on oxygen and s on hydrogen, 19 functions; the fuller one also keeps d on oxygen and p on hydrogen, 41 functions. For the compact basis the count \(N^2n^2/N^4\) is \((19/58)^2\approx0.11\), but the fraction of distinct integrals that the build needs is about 0.40; for the fuller basis it is about 0.92.

For comparison, a converged SCF in \(L\) gives \(-76.056965\) Eh, and conventional MP2 adds \(-0.275263\) Eh, a total of \(-76.332228\) Eh. These are reference values for the dual-basis error; they still lack the rest of the basis-set limit and correlation beyond MP2.

With the compact basis, the formulas give

\[
\begin{aligned}
E_{\rm ref}&=-76.016456\ {\rm Eh},\\
E_{\rm ref}+E_S&=-76.016456-0.038937=-76.055393\ {\rm Eh},\\
E&=-76.055393-0.275968=-76.331361\ {\rm Eh}.
\end{aligned}
\]

The total is 0.87 mEh, or 2.3 kJ/mol, above conventional MP2 in \(L\). Omitting \(E_S\) would leave it 39.8 mEh too high. MP2 done wholly in the compact basis gives \(-76.169089\) Eh, which is 163 mEh too high. The size and sign of the dual-basis error depend on \(L\): with cc-pVDZ as \(L\) and the same shells kept, the total lies 0.56 mEh below conventional MP2, and \(E_S\) recovers 94.7% of the relaxation energy discussed next.

**Q.** And the relaxation energy itself?

**A.** Its converged value is \(-40.51\) mEh. Here are the three estimates:

- Singles: \(-38.94\) mEh, or 96.1% of the relaxation.
- One diagonalization of \(F\): \(-38.85\) mEh.
- Response formula with the full \(M\): \(-40.73\) mEh.

The first two differ by 0.09 mEh, much less than their common shortfall. In this case the largest \(|f_{ia}|\) is 0.084 Eh and the smallest gap is 0.639 Eh. On going from \(f/2\) to \(f/4\) at fixed \(\varepsilon\), the difference between the first two estimates falls by a factor 15.98, close to the \(2^4\) of a fourth-order term.

The response value goes slightly below the converged one, so it is no upper bound on the energy. \(E_{\rm ref}\) is an upper bound to the Hartree–Fock minimum in \(L\), because \(\Phi\) is an allowed trial determinant there; adding a perturbative correction removes that guarantee.

**Q.** Perhaps the missing 4% is just a large-\(f\) effect.

**A.** One can approach the minimum and see. Move the converged large-basis occupied orbitals a fraction \(s\) of the way towards their projections on the compact occupied space, and orthonormalize them. At \(s=1\) they span the dual-basis reference; at \(s=0\) they are the Hartree–Fock solution. Recomputing \(F\), \(f\) and \(M\) gives these ratios of estimated to true relaxation energy:

| \(s\) | singles | response |
|---:|---:|---:|
| 1.00 | 0.9612 | 1.0055 |
| 0.10 | 0.9618 | 1.0002 |
| 0.02 | 0.9621 | 1.0000 |

The response ratio approaches 1. The singles ratio stays near 0.96, as expected for an omitted term of the same order as the one retained.

**Q.** Then I should improve the small basis, and the percentage will improve.

**A.** The absolute error improves here, but the percentage does not. With the fuller basis, the relaxation energy is \(-1.479\) mEh and \(E_S=-1.367\) mEh, which is 92.4%. The response formula gives \(-1.479\) mEh. The fraction recovered depends on which orbital rotations remain, through \(M\), and need not tend to one as \(f\) shrinks.

The fuller-basis total is \(-76.332219\) Eh, only 0.008 mEh above the conventional result.

**Q.** That is smaller than the error in \(E_S\) alone. How can it be?

**A.** In these two water calculations, two errors oppose each other. In the table, each entry is the dual-basis value minus the conventional one in \(L\), in mEh:

| small basis | \(E_{\rm ref}+E_S\) | \(E_D\) | total |
|---|---:|---:|---:|
| compact | \(+1.57\) | \(-0.70\) | \(+0.87\) |
| fuller | \(+0.112\) | \(-0.104\) | \(+0.008\) |

The doubles error arises because \(E_D\) uses unrelaxed occupied orbitals, with the virtual space and orbital energies that go with them. No stationarity condition protects \(E_D\) against a first-order orbital change. Along the path used above, that first-order part is only about \(-0.10\,s\) mEh, so most of the compact-basis \(-0.70\) mEh comes from higher orders in the orbital change. The derivation gives no reason for its error to cancel that of \(E_S\), so for water 0.1 mEh is a fairer measure of the fuller-basis accuracy than 0.008 mEh.

The cancellation has a practical consequence. Replacing \(E_S\) by the better response estimate in the compact case would change the total error from \(+0.87\) to about \(-0.93\) mEh. A better reference energy alone does not ensure a better MP2 total.

**Q.** When would you refuse to use the method?

**A.** When some \(\Delta_{ia}\) is small or negative, since the perturbation sums then lose their basis; when \(M\) is not positive definite, since the reference is then not near a stable minimum; or when the small basis describes the occupied orbitals so poorly that \(f_{ia}/\Delta_{ia}\) is not small. None of these conditions bounds the error of \(E_D\), and the small errors found for water do not carry over to every molecule: for N\(_2\) at 1.098 Å, with only the s and p shells of cc-pVTZ as the small basis, \(E_{\rm ref}+E_S\) lies within 0.1 mEh of the converged SCF energy in \(L\), while \(E_D\) is about 24 mEh below the conventional value. The MP2 step also keeps the full large virtual space, here \(58-5=53\) orbitals. The saving is in the SCF part, where repeated large-basis Fock builds are replaced by one.
